# Halving a polar hafnia slab's energy does not give face energies

A model slab of a polar crystal patterned on orthorhombic hafnia has an excess energy of 1.772 J/m², counting both faces. Half of this is 0.886 J/m². Yet one consistent way of adding up the energy near each face gives 1.108 and 0.664 J/m², and another, equally consistent, gives 0.950 and 0.821 J/m². When the same film is put between two different electrodes, reversing its polarization changes its energy by 0.221 J/m². Assigning half of a symmetric film's excess to each interface predicts no change at all.

## The belief and its appeal

Let a slab contain $N$ formula units and have area $A$ on each side. With $e_b$ the bulk energy per formula unit, its excess energy per area is

$$S=\frac{E_{\rm slab}-Ne_b}{A}. \tag{1}$$

The slab has two faces, so the belief is that each costs $S/2$. For many slabs this is right. If a symmetry operation of the finite slab exchanges the faces, their energies are equal, and half the sum is each of them.

A polar film seems to offer further support. Reverse the polarization $P$ of a bare film whose two terminations are alike, and its total energy stays the same. It is tempting to conclude that the face with $P$ pointing outward costs as much as the face with $P$ pointing inward. Call these energies $\gamma_+$ and $\gamma_-$. Before reversal the top face is $+$ and the bottom face is $-$; afterwards the roles are exchanged. The equality of the two totals therefore says

$$\gamma_++\gamma_-=\gamma_-+\gamma_+,$$

which holds whatever the two values are. Equation (1) supplies one relation,

$$S=\gamma_++\gamma_-, \tag{2}$$

for two unknowns. Half of $S$ is their mean.

## When symmetry does permit halving

Orthorhombic ferroelectric hafnia has point group $mm2$. Put its polar axis along $z$. The four operations send $(x,y,z)$ to $(x,y,z)$, $(-x,-y,z)$, $(-x,y,z)$ and $(x,-y,z)$. None changes the sign of $z$.

To exchange two opposite faces, an operation must turn the outward normal $\mathbf n$ into $-\mathbf n$. Its $z$ component would have to satisfy $n_z=-n_z$, hence $n_z=0$. Halving thus has no support from symmetry when the normal has a component along the polar axis. When the polarization lies in the plane of the film, the faces can be equivalent, provided that the atomic terminations also match.

## A crystal in which the energies can be counted

The model starts from a fluorite cell of edge $a=0.51$ nm, with four Hf and eight O atoms. The oxygen atoms with $x=a/4$ are displaced by $u=0.05$ nm along $-z$; those with $x=3a/4$ stay in place. This reproduces the alternation of polar and spacer oxygen rows in hafnia, and the point group $mm2$, but not hafnia's other atomic displacements. Since oxygen is negative, $P$ points up.

The slab has 15 Hf layers and ends on each side in half an oxygen layer, so it is stoichiometric. The half kept is the diagonal pair at $(x,y)=(a/4,a/4)$ and $(3a/4,3a/4)$, one polar and one spacer oxygen per cell. Keeping the polar row or the spacer row instead would give $S=1.988$ or $1.686$ J/m². At $u=0$ its faces are mirror images. Changing $u$ to $-u$ reverses $P$ and gives the mirror image of the polar slab.

Atoms interact through round model potentials. For Hf–O pairs the energy is

$$D\left[(1-e^{-\alpha(r-r_0)})^2-1\right],$$

with $D=0.50$ eV, $\alpha=15\ \mathrm{nm^{-1}}$ and $r_0=0.22$ nm. Oxygen pairs repel with energy $C e^{-(r-0.25\,{\rm nm})/\rho}$, where $C=0.05$ eV and $\rho=0.05$ nm. Both are multiplied by $(1-r^2/r_c^2)^2$ and vanish beyond $r_c=0.60$ nm. Atoms are held in place unless stated otherwise. Long-range electrostatics is absent here and is treated separately below. The energies illustrate the argument; they are not computed surface energies of hafnia.

## Dividing the energy between the faces

To speak of one face's energy, one must say where energy resides. A pair energy belongs to two atoms, and nothing in the total energy says how to share it. Give a fraction $\lambda$ of each Hf–O energy to Hf and $1-\lambda$ to O. Split O–O energies equally. Let $\varepsilon_i$ be the resulting energy of atom $i$. Subtract the bulk reference by counting Hf atoms: $h_i=1$ for Hf and $h_i=0$ for O.

Now divide the slab with a weight $w(z)$ that is 0 below the middle region, 1 above it, and rises linearly across one lattice period $L=a$. Define

$$\gamma_{\rm top}=\frac1A\sum_i w(z_i)(\varepsilon_i-e_bh_i), \tag{3}$$

and use $1-w$ for the bottom. Adding the two gives $S$, because the weights add to one.

The position of the cut does not matter while the ramp stays in bulk-like material. If it moves up by $\Delta z$, the weights of all periodic copies of one site together fall by $\Delta z/L$. For one surface cell, the energy in (3) therefore changes by

$$-\frac{\Delta z}{L}\sum_{i\in{\rm cell}}(\varepsilon_i-e_bh_i)=0.$$

The last sum vanishes because the site energies in a bulk cell add to $e_b$ times its number of Hf atoms.

The choice of $\lambda$, however, does matter. Raise it by $\Delta\lambda$. A bond of energy $V$ then transfers $\Delta\lambda V$ from its oxygen end to its hafnium end, so

$$\Delta\gamma_{\rm top}=\frac{\Delta\lambda}{A}\sum_{\rm bonds}V\,[w(z_{\rm Hf})-w(z_{\rm O})]. \tag{4}$$

Bonds near either surface contribute nothing, since both ends have the same weight. The contribution comes from the middle. For periodic copies of one bond,

$$\sum_m[w(z_{\rm Hf}+mL)-w(z_{\rm O}+mL)]
=\frac{z_{\rm Hf}-z_{\rm O}}L. \tag{5}$$

The reason is that the slope of $w$ is $1/L$ over an interval of length $L$. At any height one periodic copy lies on the ramp, so the summed slope is $1/L$; integrating it from the oxygen to the hafnium height gives (5). With the cell volume $\Omega=AL$, where $A$ is now the area of one surface cell,

$$\Delta\gamma_{\rm top}=\frac{\Delta\lambda}{\Omega}
\sum_{\rm cell\ bonds}V(z_{\rm Hf}-z_{\rm O})
=-\Delta\gamma_{\rm bottom}. \tag{6}$$

The bottom shift has the opposite sign because its weight is $1-w$. The right-hand side is a property of the bulk: a dipole moment of transferred energy per volume. It vanishes at $u=0$, where reflection in $z$ pairs opposite contributions.

For $P$ up, top is $+$ and bottom is $-$. The results in J/m² are:

| Hf share $\lambda$ | $\gamma_+$ | $\gamma_-$ | sum |
|---|---:|---:|---:|
| 0 | 1.108 | 0.664 | 1.772 |
| 1/2 | 1.029 | 0.743 | 1.772 |
| 1 | 0.950 | 0.821 | 1.772 |

Evaluating (6) in the bulk gives a shift of $-0.157$ J/m² in $\gamma_+$ between the first and last rows. The face sums in the slab give the same shift. No row is the correct division to the exclusion of the others. Counting the reference by oxygen atoms would also move energy from one face to the other without changing their sum.

If the polar displacement is instead placed in the film plane, along $y$, reflection through the middle exchanges the faces. Both then cost 0.873 J/m² for all three values of $\lambda$. Here halving is justified.

## Why a closed crystal cannot settle the division

The freedom seen in (6) does not depend on pair potentials. For a crystal bounded by faces with outward normals $\mathbf n$, change every surface energy according to

$$\gamma(\mathbf n)\longrightarrow\gamma(\mathbf n)+\mathbf c\cdot\mathbf n, \tag{7}$$

where $\mathbf c$ is a constant vector. The total surface energy changes by

$$\oint\mathbf c\cdot\mathbf n\,dA
=\int\nabla\cdot\mathbf c\,d^3r=0.$$

The first equality is the divergence theorem, and the second holds because $\mathbf c$ is constant. No closed single crystal, whatever its shape, can reveal $\mathbf c$ through its total surface energy.

Crystal symmetry restricts $\mathbf c$: an allowed operation must leave it unchanged. In $mm2$, the two reflections remove its $x$ and $y$ components, but its $z$ component survives. Thus $\gamma_+$ may rise by $c$ while $\gamma_-$ falls by $c$. The statement that two polar faces "have different energies" therefore needs a stated convention for locating energy. The sum needs none.

## What electrodes can reveal

Let $\gamma_{X+}$ be the interface energy when $P$ points out of the film into electrode $X$, and $\gamma_{X-}$ the energy when it points away from that electrode. The electrode's own energy with a bare surface is taken as the reference, so strong adhesion can make an interface energy negative.

Put electrode $A$ at the bottom and $B$ at the top. The two polarization states have

$$S_{\rm up}=\gamma_{A-}+\gamma_{B+},\qquad
S_{\rm down}=\gamma_{A+}+\gamma_{B-}. \tag{8}$$

Define the asymmetry of an electrode by $\delta_X=\gamma_{X+}-\gamma_{X-}$. Subtracting the two expressions gives

$$\begin{aligned}
S_{\rm up}-S_{\rm down}
&=(\gamma_{B+}-\gamma_{B-})-(\gamma_{A+}-\gamma_{A-})\\
&=\delta_B-\delta_A. \tag{9}
\end{aligned}$$

Under (7), both asymmetries change by $2c$, so their difference does not change. This difference is physical.

Adding the expressions in (8) instead gives

$$S_{\rm up}+S_{\rm down}=S_{AA}+S_{BB}, \tag{10}$$

because each side contains all four interface energies once. These four film measurements thus supply three independent relations, not four. Including domain walls does not help. A film with $P$ outward at both faces contains a tail-to-tail wall, whose energy can change by $-2c$ to compensate the two faces. A head-to-head wall can change by $+2c$. The seven relations from the four films, the two types of film with a wall, and a periodic crystal with both walls have rank 5 for six unknowns.

In the model, electrode $X$ attracts each atom with energy $-W_Xe^{-t/\ell}$. Here $t$ is the distance inward from the plane of the undisplaced outermost oxygen atoms, and $\ell=0.20$ nm. The strengths are $W_A=0.20$ eV and $W_B=0.60$ eV. The sums are $S_{AA}=0.522$ and $S_{BB}=-1.979$ J/m². Assigning half of each to its interface predicts

$$\frac{0.522-1.979}{2}=-0.729\ {\rm J/m^2}$$

for both states of the mixed film. The direct sums are instead

$$S_{\rm up}=-0.618,\qquad S_{\rm down}=-0.839\ {\rm J/m^2}.$$

Their difference is 0.221 J/m². For $\lambda=0$, the electrode asymmetries are $\delta_A=0.554$ and $\delta_B=0.775$ J/m²; for $\lambda=1$ they are 0.239 and 0.461 J/m². The individual values move, but their difference, taken before rounding, remains 0.221 J/m².

Changes at one face are also accessible. Replacing the top $A$ electrode by $B$ with $P$ up changes the energy by $S_{\rm up}-S_{AA}=-1.140$ J/m². With $P$ down the change is $S_{\rm down}-S_{AA}=-1.361$ J/m². Electrode $B$ binds the inward-polarized face more strongly, as expected here: its attraction favours polar oxygen atoms displaced towards it.

## From energy difference to voltage

Let positive voltage $V$ favour $P$ up, and let $\sigma$ be the free charge per area on the bottom electrode. The film has thickness $d$ and relative permittivity $\epsilon_r$. Represent incomplete screening in both electrodes by a total vacuum-equivalent length $s$. At fixed $P$, the electrical energy per area is

$$G=\frac{a_f}{2}(\sigma-P)^2+\frac{b}{2}\sigma^2-\sigma V,
\quad a_f=\frac d{\epsilon_0\epsilon_r},\quad b=\frac s{\epsilon_0}. \tag{11}$$

The first two terms store energy in the film and the screening regions; the last accounts for work by the voltage source. Setting $dG/d\sigma=0$ gives

$$\sigma=\frac{a_fP+V}{a_f+b}.$$

Substitution into (11) gives

$$\begin{aligned}
G_{\min}&=\frac{a_fP^2}{2}-\frac{(a_fP+V)^2}{2(a_f+b)}\\
&=\frac{a_fbP^2}{2(a_f+b)}-\frac{a_fPV}{a_f+b}
-\frac{V^2}{2(a_f+b)}. \tag{12}
\end{aligned}$$

The first and last terms are equal for $+P$ and $-P$, provided $s$ is the same for both directions of $P$ and the interface energies depend on $P$ but not on $\sigma$. Adding the interface energies and requiring equal totals leaves

$$S_{\rm up}-S_{\rm down}=\frac{2a_fPV_0}{a_f+b}.$$

Since $b/a_f=\epsilon_rs/d$, the balancing voltage is

$$V_0=\frac{\delta_B-\delta_A}{2P}
\left(1+\frac{\epsilon_rs}{d}\right). \tag{13}$$

Four polar oxygen atoms per cell, each with formal charge $-2e$, give $P=8eu/a^3=0.483$ C/m², or 48.3 µC/cm². For ideal screening, $s=0$ and

$$V_0=\frac{0.221}{2(0.483)}=0.229\ {\rm V}.$$

Across 10 nm this is 0.229 MV/cm. At fixed interface energies, the ideal voltage is independent of thickness and the equivalent field falls as $1/d$. Using the 15-layer interface energies for the thicker film is justified in this model: going to 23 layers changes their difference by about $10^{-9}$ J/m².

With $\epsilon_r=30$ and $s=0.01$ nm, the correction factor is $1+30(0.01)/10=1.03$, and the voltage becomes 0.236 V. Halving predicts zero in either case. These voltages depend on the model's details. Ending the slab in the polar or the spacer oxygen row changes the ideal value to 0.358 or 0.100 V. A screening length of 0.01 nm for $P$ up but 0.02 nm for $P$ down lowers 0.236 V to about 0.11 V.

## Electrostatics and the measured sum

At $V=0$, the first term of (12) is

$$G_{\rm dep}=\frac{P^2sd}{2\epsilon_0(d+\epsilon_rs)}. \tag{14}$$

For $d\gg\epsilon_rs$ it approaches $P^2s/(2\epsilon_0)$, a constant that a thickness fit would include in $S$. For $s\to\infty$ it becomes $P^2d/(2\epsilon_0\epsilon_r)$, which grows with thickness. For an uncompensated slab with fixed normal $P$, the excess defined by (1) therefore depends on thickness, and half of it is not a surface energy. A linear fit can separate the growing term, but the constant that remains is again only a sum over both faces. In the 10 nm example the two energies are 0.128 J/m² with shorted electrodes and 4.39 J/m² without compensation. The second value is formal. It implies a field of 18 MV/cm and a drop of 18 V, far above the breakdown field and above hafnia's band gap of roughly 5.5 to 6 eV. In a real slab, charge transfer between the faces or a loss of polarization would stop the linear growth by a thickness of about 3 nm.

## Reading the result for a capacitor

A thickness of 10 nm and a permittivity near 30 are roughly typical of hafnia capacitors. The polarization is near the rough 50 µC/cm² expected of an aligned single domain; polycrystalline films often show less than half of it. If only a fraction $f$ of independent columns switches, both the energy difference and the switched polarization acquire the factor $f$, and $V_0$ is unchanged. The chosen screening length is small for an electrode with an interfacial oxide. With $s=0.1$ nm and all else fixed, (13) gives $0.229\times1.3=0.30$ V, but the depolarization field at $V=0$, of size $|\sigma-P|/(\epsilon_0\epsilon_r)=Ps/[\epsilon_0(d+\epsilon_rs)]$, rises from 0.53 to about 4.2 MV/cm. That exceeds the usual coercive field of roughly 1 to 2 MV/cm and is comparable with the rough breakdown field of 4 MV/cm, so a film that stays insulating with a uniform, fixed $P$ can no longer be assumed. Even 0.53 MV/cm is a sizeable part of the coercive field.

Real interfaces also relax. Letting the outermost Hf layer at each face shift rigidly along $z$, with all other atoms held, raises the ideal $V_0$ from 0.229 to 0.296 V, or 29% relative to the frozen value. Relation (10) still holds to about $4\times10^{-10}$ J/m². Freeing the terminal oxygen atoms along $z$ as well gives about 0.36 V, and the electrode attraction has no repulsive core to limit their motion. These are limited relaxations, and the polar displacement is imposed: the model potential gives the bulk a lower energy at $u=0$. The shift therefore indicates sensitivity rather than a correction for hafnia. For comparison, $k_BT$ per surface cell at 358 K is 0.019 J/m². This is not a bound on the effect of heat, since several vibrational modes per cell can contribute and their contribution has not been calculated.

A measured loop offset can be read as $V_0$ when the two switching directions have matching barriers and no other source of bias, such as trapped charge, an uneven distribution of oxygen vacancies, a screening length that depends on the direction of $P$, or a work-function difference between the electrodes, contributes. A work-function difference couples to $\sigma$ and adds to the offset directly, without the factor $1+\epsilon_rs/d$ of (13). Under those conditions it gives the difference between two electrode asymmetries. It does not give either asymmetry alone, and half of a symmetric film's excess energy cannot supply the missing value. The numerical output lists the remaining inputs and results.

## Computed values

```
Cell edge: 0.51 nm
Polar oxygen shift: 0.05 nm
Hf-O well depth: 0.50 eV
Hf-O Morse stiffness: 15.0 1/nm
Hf-O bond length parameter: 0.22 nm
O-O repulsion at 0.25 nm, before taper: 0.05 eV
O-O repulsion range: 0.05 nm
Pair cutoff: 0.60 nm
Electrode A attraction: 0.20 eV
Electrode B attraction: 0.60 eV
Electrode attraction range: 0.20 nm
Hf layers in slab: 15
Bulk energy per formula unit: -2.8228 eV
Bare slab sum: 1.7719 J/m^2
Half of bare slab sum: 0.8859 J/m^2
Hf share 0.0: plus 1.1078, minus 0.6641 J/m^2
Hf share 0.5: plus 1.0291, minus 0.7428 J/m^2
Hf share 1.0: plus 0.9504, minus 0.8215 J/m^2
Plus-face shift, share 0 to 1, from bulk: -0.1573 J/m^2
In-plane polar slab: each face: 0.8726 J/m^2
Bare sum shift, 15 to 23 layers: -1.8e-14 J/m^2
Measurement rank / unknowns: 5 / 6
Film A/A sum: 0.5217 J/m^2
Film B/B sum: -1.9788 J/m^2
Film A/B sum, P up: -0.6181 J/m^2
Film A/B sum, P down: -0.8391 J/m^2
Halving prediction for A/B, both states: -0.7286 J/m^2
Hf share 0.0: delta_A 0.5541, delta_B 0.7752, delta_B-delta_A 0.2210 J/m^2
Hf share 0.5: delta_A 0.3968, delta_B 0.6178, delta_B-delta_A 0.2210 J/m^2
Hf share 1.0: delta_A 0.2395, delta_B 0.4605, delta_B-delta_A 0.2210 J/m^2
A/B difference shift, 15 to 23 layers: 1.1e-09 J/m^2
Polarization from formal charges: 48.31 uC/cm^2
Device thickness: 10.0 nm
Balancing voltage, ideal electrodes: 0.2288 V
Equivalent field: 0.2288 MV/cm
Balancing voltage, outer Hf relaxed: 0.2960 V
Relaxed sum-rule residual: 3.6e-10 J/m^2
Relative permittivity: 30
Total screening length: 0.01 nm
Balancing voltage with screening: 0.2356 V
Depolarization energy, shorted: 0.1280 J/m^2
Depolarization energy, uncompensated: 4.3936 J/m^2
Depolarization field, shorted: -0.5298 MV/cm
Rough breakdown field: 4.0 MV/cm
Depolarization / breakdown field: 0.1324
Temperature of use: 358 K
Thermal energy per surface cell area: 0.0190 J/m^2
Tunnelling inputs: barrier 1.5 eV, mass 0.2 m_e
Direct tunnelling exponent: 56.1
```
